Rys quadrature for Coulomb repulsion integrals over Cartesian Gaussian functions, part 1

(Sections cited here and not found follow in the second part.)

**First half. The integrand at a fixed value of t**

Take a normalized d_xy and a normalized p_y Gaussian for electron 1 and a normalized d_xz and a normalized p_z Gaussian for electron 2, on four different centres and with four different exponents (listed in the worked example). Their Coulomb repulsion integral is a six-dimensional integral with a singular kernel. Numerical quadrature gives −0.521806374 eV. A sum of four terms, each a weight times a product of three short polynomials, gives −0.521806374 eV as well. The sum of the same kind with three terms gives −0.521768732 eV, which is off by about 7 parts in 10⁵ of the exact value, while six terms give the same value as four. If the three polynomials are averaged separately and then multiplied, the result is −0.501979 eV, off by about 4 per cent of the exact value. So four terms are exact, three are nearly but not quite so, and the product form holds term by term but not for the whole. The theorem below accounts for each of these facts.

**Conventions.** The algebra is in atomic units, in which two unit charges at distance r repel with energy 1/r. A primitive Cartesian Gaussian on centre A with exponent a > 0 is

φ_a(r) = (x − A_x)^{i_x} (y − A_y)^{i_y} (z − A_z)^{i_z} exp(−a|r − A|²),

with non-negative integer powers and, for now, no normalization factor. The functions φ_b, φ_c, φ_d have centres B, C, D, positive exponents b, c, d and powers j, k, l in place of i. The sum of all twelve powers is L. The integral is

(ab|cd) = ∫∫ φ_a(r₁) φ_b(r₁) (1/r₁₂) φ_c(r₂) φ_d(r₂) d³r₁ d³r₂,  r₁₂ = |r₁ − r₂|.

The index λ runs over the axes x, y, z. The derived quantities are

p = a + b,  P = (aA + bB)/p,  q = c + d,  Q = (cC + dD)/q,

ρ = pq/(p + q),  T = ρ|P − Q|²,

K = exp(−(ab/p)|A − B|² − (cd/q)|C − D|²).

Two identities used often follow from the definition of ρ: ρ/p = q/(p + q) and ρ/q = p/(p + q), whence ρ/p + ρ/q = 1. The variable t runs over [0, 1] and s = t². The Boys functions are

F_m(T) = ∫₀¹ t^{2m} exp(−Tt²) dt.

All constant factors and the exponential exp(−Tt²) are kept outside the three factors I_x, I_y, I_z, so that a factor with all four powers zero equals 1.

**Theorem.** Let the four functions be primitive Cartesian Gaussians with positive exponents. For each axis λ and each s in [0, 1] define

B00 = s/[2(p + q)],  B10 = (1 − ρs/p)/(2p),  B01 = (1 − ρs/q)/(2q),

C00 = P_λ − A_λ − (ρ/p) s (P_λ − Q_λ),  C00′ = Q_λ − C_λ + (ρ/q) s (P_λ − Q_λ).

There are functions I_λ(i, j, k, l; s), with G(n, m) = I_λ(n, 0, m, 0; s), that have these properties.

(a) Factorization at each t:

(ab|cd) = [2π^{5/2} K/(pq√(p + q))] ∫₀¹ exp(−Tt²) I_x I_y I_z dt,

where I_λ carries the powers i_λ, j_λ, k_λ, l_λ and s = t².

(b) The Rys–Dupuis–King recurrences: G(0, 0) = 1 and

G(n+1, m) = C00 G(n, m) + n B10 G(n−1, m) + m B00 G(n, m−1),

G(n, m+1) = C00′ G(n, m) + m B01 G(n, m−1) + n B00 G(n−1, m).

A term with a negative index has the prefactor zero and is absent.

(c) Transfer relations:

I_λ(i, j+1, k, l) = I_λ(i+1, j, k, l) + (A_λ − B_λ) I_λ(i, j, k, l),

I_λ(i, j, k, l+1) = I_λ(i, j, k+1, l) + (C_λ − D_λ) I_λ(i, j, k, l).

(d) Quadrature: with s_α and w_α the N roots and weights of the Gauss rule in s for the weight exp(−Tt²) dt on [0, 1],

(ab|cd) = [2π^{5/2} K/(pq√(p + q))] Σ_{α=1}^{N} w_α I_x(s_α) I_y(s_α) I_z(s_α)

exactly, for every N ≥ ⌊L/2⌋ + 1.

The B coefficients are the same for the three axes and the C coefficients differ from axis to axis. The theorem concerns one primitive quartet, since p, q, P, Q and T all depend on the four exponents.

**Lemma 1 (Gaussian transform).** For r > 0,

1/r = (2/√π) ∫₀^∞ exp(−u²r²) du,

and

(ab|cd) = (2/√π) ∫₀^∞ J_x(u) J_y(u) J_z(u) du,

where, for the x axis and likewise for the others,

J_x(u) = ∫∫ (x₁ − A_x)^i (x₁ − B_x)^j (x₂ − C_x)^k (x₂ − D_x)^l exp[−a(x₁ − A_x)² − b(x₁ − B_x)² − c(x₂ − C_x)² − d(x₂ − D_x)² − u²(x₁ − x₂)²] dx₁ dx₂.

Proof. Substituting v = ur gives ∫₀^∞ exp(−u²r²) du = (1/r) ∫₀^∞ exp(−v²) dv = √π/(2r), which is the first statement. Insert it into the definition of (ab|cd). The u integral may be moved outside if the seven-dimensional integral of the absolute value of the integrand is finite. For a non-negative integrand the order of integration is free, so do the u integral first; it returns ∫∫ |φ_aφ_b| |φ_cφ_d|/r₁₂. The function |φ_cφ_d| is a polynomial times a decaying Gaussian, so it is bounded by some number g and has a finite integral g′. At fixed r₁ split the r₂ integral at r₁₂ = 1. The inner part is at most g ∫₀¹ (1/r) 4πr² dr = 2πg, and the outer part, where 1/r₁₂ ≤ 1, is at most g′. The remaining r₁ integral is at most (2πg + g′) ∫|φ_aφ_b| d³r₁, which is finite. The interchange is therefore allowed. At fixed u every exponent is a sum over axes, including

u²r₁₂² = u²(x₁ − x₂)² + u²(y₁ − y₂)² + u²(z₁ − z₂)²,

and every polynomial is a product over axes. The integrand is a function of (x₁, x₂) times a function of (y₁, y₂) times a function of (z₁, z₂), and the six-dimensional integral is the product J_x J_y J_z. ∎

This is the origin of the factorization. The kernel 1/r₁₂ is not a product over axes, but it is a superposition of Gaussian kernels, each of which is. The three axes share the value of u, and that shared value is their only link.

**Lemma 2 (product theorem).** On each axis, dropping the axis label,

a(x − A)² + b(x − B)² = p(x − P)² + (ab/p)(A − B)².

Proof. The left side expands to px² − 2x(aA + bB) + aA² + bB² = px² − 2pPx + aA² + bB². Adding and subtracting pP² turns this into p(x − P)² + aA² + bB² − pP². For the constant, multiply by p:

p(aA² + bB²) − (aA + bB)² = a²A² + abB² + abA² + b²B² − a²A² − 2abAB − b²B² = ab(A − B)².

Dividing by p completes the proof. ∎

Applied to both electrons, the lemma gives

J_λ(u) = K_λ ∫∫ f(x₁, x₂) exp(−E) dx₁ dx₂,

E = p(x₁ − P)² + q(x₂ − Q)² + u²(x₁ − x₂)²,

with f the product of the four polynomial factors and K_λ = exp[−(ab/p)(A_λ − B_λ)² − (cd/q)(C_λ − D_λ)²]. Since squared distances are sums over axes, K_x K_y K_z = K. From here P, Q, A, C without a label mean the components along the axis under discussion.

**Lemma 3 (change of variable).** Let t² = s = u²/(ρ + u²). Then t increases from 0 to 1 as u goes from 0 to ∞, and

u² = ρs/(1 − s),  ρ + u² = ρ/(1 − s),  du = √ρ (1 − t²)^{−3/2} dt.

Proof. From s(ρ + u²) = u² follows u²(1 − s) = ρs, the first relation. Adding ρ gives ρ[(1 − s) + s]/(1 − s), the second. With u = √ρ t (1 − t²)^{−1/2}, the product rule gives

du/dt = √ρ [(1 − t²)^{−1/2} + t² (1 − t²)^{−3/2}] = √ρ (1 − t²)^{−3/2} [(1 − t²) + t²],

and the last bracket is 1. The derivative is positive, so the map is one to one. ∎

**Lemma 4 (the two-dimensional Gaussian).** Let x = (x₁, x₂) and let M be the symmetric matrix with M₁₁ = p + u², M₂₂ = q + u², M₁₂ = −u². Then

det M = pq/(1 − s),

E = (x − μ)ᵀ M (x − μ) + ρs(P − Q)²,

μ₁ = P − (ρ/p) s (P − Q),  μ₂ = Q + (ρ/q) s (P − Q),

the matrix Σ = M⁻¹/2 has the elements Σ₁₁ = B10, Σ₂₂ = B01, Σ₁₂ = B00, and

∫∫ exp(−E) dx₁ dx₂ = π √(1 − s)/√(pq) · exp[−ρs(P − Q)²].

Proof. Expanding the squares in E and collecting terms by degree,

E = (p + u²)x₁² + (q + u²)x₂² − 2u²x₁x₂ − 2(pP x₁ + qQ x₂) + pP² + qQ² = xᵀMx − 2ηᵀx + pP² + qQ²,

with η = (pP, qQ). The determinant is

det M = (p + u²)(q + u²) − u⁴ = pq + u²(p + q) = (p + q)(ρ + u²) = (p + q)ρ/(1 − s) = pq/(1 − s),

by the definition of ρ and Lemma 3. Two combinations recur:

1/det M = (1 − s)/(pq),

u²/det M = [ρs/(1 − s)] · (1 − s)/(pq) = ρs/(pq) = s/(p + q).

The inverse of a 2×2 matrix exchanges the diagonal elements, reverses the sign of the off-diagonal ones and divides by the determinant, so (M⁻¹)₁₁ = (q + u²)/det M, (M⁻¹)₂₂ = (p + u²)/det M and (M⁻¹)₁₂ = +u²/det M. Halving,

Σ₁₂ = s/[2(p + q)] = B00,

Σ₁₁ = ½[q(1 − s)/(pq) + s/(p + q)] = (1 − s)/(2p) + s/[2(p + q)].

Taking out 1/(2p), the last line is (1/2p)[1 − s + ps/(p + q)] = (1/2p)[1 − qs/(p + q)], and q/(p + q) = ρ/p makes this B10. Exchanging p and q gives Σ₂₂ = (1 − s)/(2q) + s/[2(p + q)] = B01.

Define μ = M⁻¹η. Its first component is μ₁ = [(q + u²)pP + u²qQ]/det M. Subtract P, written as P[pq + u²p + u²q]/det M. The terms pqP and u²pP cancel, and

μ₁ − P = u²q(Q − P)/det M = −[q/(p + q)] s (P − Q) = −(ρ/p) s (P − Q).

In the same way μ₂ = [u²pP + (p + u²)qQ]/det M, the terms pqQ and u²qQ cancel on subtracting Q, and

μ₂ − Q = u²p(P − Q)/det M = +(ρ/q) s (P − Q).

Because M is symmetric and Mμ = η, (x − μ)ᵀM(x − μ) = xᵀMx − 2ηᵀx + ηᵀμ. Hence E equals this quadratic form plus the constant

pP² + qQ² − ηᵀμ = pP(P − μ₁) + qQ(Q − μ₂) = ρsP(P − Q) − ρsQ(P − Q) = ρs(P − Q)².

For the integral set y = x − μ and complete the square in y₁:

yᵀMy = M₁₁(y₁ + M₁₂y₂/M₁₁)² + (det M/M₁₁) y₂².

Both coefficients are positive, since p, q > 0, so M is positive definite. With ∫ exp(−κv²) dv = √(π/κ) over the real line, the y₁ integral gives √(π/M₁₁) whatever y₂ is, and the y₂ integral gives √(πM₁₁/det M). The product is π/√(det M) = π√(1 − s)/√(pq). ∎

**Definition.** For a polynomial f(x₁, x₂) and 0 ≤ s < 1 let

⟨f⟩ = ∫∫ f exp(−E) dx₁dx₂ / ∫∫ exp(−E) dx₁dx₂,

an average over a normalized two-dimensional Gaussian distribution. The factors of the theorem are

I_λ(i, j, k, l; s) = ⟨(x₁ − A)^i (x₁ − B)^j (x₂ − C)^k (x₂ − D)^l⟩,

so that G(n, m) = ⟨(x₁ − A)ⁿ (x₂ − C)^m⟩ and G(0, 0) = 1. At s = 1 the factors are defined as limits, which exist because they turn out to be polynomials in s.

**Proof of part (a).** By Lemmas 2 and 4 and the definition,

J_λ = K_λ · π√(1 − t²)/√(pq) · exp[−ρt²(P_λ − Q_λ)²] · I_λ.

The product over the three axes is

J_x J_y J_z = K π³ (1 − t²)^{3/2} (pq)^{−3/2} exp(−Tt²) I_x I_y I_z,

because the three exponents add to ρt²|P − Q|² = Tt². Insert this and du from Lemma 3 into Lemma 1. The factor (1 − t²)^{3/2} cancels the factor (1 − t²)^{−3/2} of the Jacobian. The constants are

(2/√π) · π³ · √ρ · (pq)^{−3/2} = 2π^{5/2} · (pq)^{1/2}(p + q)^{−1/2} · (pq)^{−3/2} = 2π^{5/2}/(pq√(p + q)). ∎

**Remark 1.** The cancellation uses three dimensions. Each axis contributes (1 − t²)^{1/2}, and it takes three of them to remove the Jacobian and leave the smooth weight exp(−Tt²).

**Remark 2.** For L = 0 all factors are 1 and (ss|ss) = 2π^{5/2}K F₀(T)/(pq√(p + q)). For large T the upper limit in F₀ may be moved to infinity, with a relative error that falls off as exp(−T) times a power of T, so F₀ ≈ ½√(π/T) = ½√π/(√ρ R) with R = |P − Q|. Then, using √(p + q) √ρ = √(pq),

(ss|ss) ≈ K π³/((pq)^{3/2} R) = K (π/p)^{3/2} (π/q)^{3/2}/R.

The total charges of the two product clouds multiply to K(π/p)^{3/2}(π/q)^{3/2}, so this is Coulomb's law for two point charges at P and Q, which confirms the prefactor.

**Lemma 5 (integration by parts).** For every polynomial f and 0 ≤ s < 1,

⟨(x₁ − μ₁) f⟩ = Σ₁₁ ⟨∂₁f⟩ + Σ₁₂ ⟨∂₂f⟩,

⟨(x₂ − μ₂) f⟩ = Σ₁₂ ⟨∂₁f⟩ + Σ₂₂ ⟨∂₂f⟩,

where ∂₁ = ∂/∂x₁ and ∂₂ = ∂/∂x₂.

Proof. Since M is positive definite, f exp(−E) vanishes at infinity in every direction, and the integral of its derivative along either coordinate is zero. For β = 1 or 2,

0 = ∫∫ ∂_β[f exp(−E)] = ∫∫ (∂_βf) exp(−E) − ∫∫ f (∂_βE) exp(−E).

From the completed square, ∂_βE = 2 Σ_γ M_{βγ}(x_γ − μ_γ), where the factor 2 comes from the symmetry of M and the summation sign runs over γ = 1, 2. Dividing by the normalization integral,

2M₁₁⟨(x₁ − μ₁)f⟩ + 2M₁₂⟨(x₂ − μ₂)f⟩ = ⟨∂₁f⟩,

2M₁₂⟨(x₁ − μ₁)f⟩ + 2M₂₂⟨(x₂ − μ₂)f⟩ = ⟨∂₂f⟩.

This is a linear system with matrix 2M for the two unknown averages. Its solution is (2M)⁻¹ = Σ applied to the right-hand sides, which is the statement. ∎

**Proof of part (b).** Take f = (x₁ − A)ⁿ(x₂ − C)^m. Then

⟨∂₁f⟩ = n G(n−1, m),  ⟨∂₂f⟩ = m G(n, m−1).

Write x₁ − μ₁ = (x₁ − A) − (μ₁ − A). The first piece raises the power n by one, and the second is a constant, so

⟨(x₁ − μ₁)f⟩ = G(n+1, m) − (μ₁ − A) G(n, m).

By Lemma 4, μ₁ − A = P − A − (ρ/p)s(P − Q) = C00. The first line of Lemma 5 reads

G(n+1, m) − C00 G(n, m) = B10 · n G(n−1, m) + B00 · m G(n, m−1),

which is the first recurrence. Likewise x₂ − μ₂ = (x₂ − C) − (μ₂ − C) with μ₂ − C = Q − C + (ρ/q)s(P − Q) = C00′, and the second line of Lemma 5 reads

G(n, m+1) − C00′ G(n, m) = B00 · n G(n−1, m) + B01 · m G(n, m−1). ∎

Both recurrences are identities obeyed by the same set of averages, so every route through the table of G(n, m) gives the same numbers. One may build G(n, 0) with the first and then raise m with the second, or build G(0, m) with the second and raise n with the first. The lowest members are

G(1, 0) = C00,  G(0, 1) = C00′,

G(2, 0) = C00² + B10,  G(0, 2) = C00′² + B01,  G(1, 1) = C00 C00′ + B00.

The numerical check confirms μ, Σ, det M and the constant ρs(P − Q)² by symbolic algebra, and compares tables built by both routes, for all powers up to 2 on each of the four centres, with grid integrals over the four original Gaussians; the largest difference is 1.1×10⁻¹⁶ in the appropriate power of the ångström.

**Remark 3 (meaning of the coefficients).** Setting f = 1 in Lemma 5 gives ⟨x₁⟩ = μ₁ and ⟨x₂⟩ = μ₂. Setting f = x₁ − μ₁ or x₂ − μ₂ gives ⟨(x₁ − μ₁)²⟩ = B10, ⟨(x₂ − μ₂)²⟩ = B01 and ⟨(x₁ − μ₁)(x₂ − μ₂)⟩ = B00. So C00 and C00′ are the mean positions of the two electrons measured from A and C, B10 and B01 are their variances and B00 is their covariance. The signs follow from the factor exp[−u²(x₁ − x₂)²], which favours small separations. It shifts μ₁ from P towards Q, hence the minus sign before (P − Q) in C00, and μ₂ from Q towards P, hence the plus sign in C00′. The more diffuse cloud moves farther: the shifts are in the ratio q to p, and pμ₁ + qμ₂ = pP + qQ at every s. The covariance is positive for s > 0, since the two coordinates are then tied together, and it is zero at s = 0. This is a property of the weight function in the integral. It holds at each fixed t > 0 and implies no attraction between electrons. It does not carry over to the sum over t. For four s functions, the covariance along P − Q in the full weight 1/r₁₂ is the mean of B00 over exp(−Tt²) dt minus T/(p + q) times the variance of s, because the two means move in opposite directions as s changes. At large T the mean of s tends to 1/(2T) and its variance to 1/(2T²), so this covariance tends to −1/[4T(p + q)], which is negative.

**Remark 4 (the two ends of the interval).** From the forms of Σ₁₁ and Σ₂₂ in the proof of Lemma 4, B10 = (1 − s)/(2p) + B00 and B01 = (1 − s)/(2q) + B00. The separation x₁ − x₂ therefore has

mean μ₁ − μ₂ = (P − Q)[1 − s(ρ/p + ρ/q)] = (1 − s)(P − Q),

variance B10 + B01 − 2B00 = (1 − s)(1/p + 1/q)/2 = (1 − s)/(2ρ),

and det Σ = 1/(4 det M) gives B10 B01 − B00² = (1 − s)/(4pq). At s = 0 the kernel is 1, B00 = 0, the electrons are independent, G(n, m) = G(n, 0) G(0, m), and the first recurrence becomes G(n+1, 0) = (P − A)G(n, 0) + nG(n−1, 0)/(2p), the Obara–Saika recurrence for overlap integrals. As s → 1 the mean and variance of x₁ − x₂ vanish, all three B tend to 1/[2(p + q)], and both means tend to (pP + qQ)/(p + q): the distribution collapses onto x₁ = x₂ and each factor becomes the one-dimensional overlap of the four functions, with total exponent p + q, divided by the same overlap with all four powers zero. Small t thus samples the long-range part of the Coulomb kernel and t near 1 the contact part.

**Second half. Polynomial degree, the Rys rule and the numbers**

The symbols and results taken over are these. A primitive quartet has p = a + b, q = c + d, product centres P and Q, ρ = pq/(p + q), T = ρ|P − Q|², the overlap factor K and total power L; s = t². On each axis I(i, j, k, l) = ⟨(x₁ − A)^i (x₁ − B)^j (x₂ − C)^k (x₂ − D)^l⟩ is an average over a normalized two-dimensional Gaussian, and G(n, m) = I(n, 0, m, 0). It has been shown that

(ab|cd) = [2π^{5/2}K/(pq√(p + q))] ∫₀¹ exp(−Tt²) I_x I_y I_z dt,

G(n+1, m) = C00 G(n, m) + n B10 G(n−1, m) + m B00 G(n, m−1),

G(n, m+1) = C00′ G(n, m) + m B01 G(n, m−1) + n B00 G(n−1, m),

with G(0, 0) = 1, B00 = s/[2(p + q)], B10 = (1 − ρs/p)/(2p), B01 = (1 − ρs/q)/(2q), C00 = P − A − (ρ/p)s(P − Q) and C00′ = Q − C + (ρ/q)s(P − Q), components along the axis being understood.

**Proof of part (c).** Write x₁ − B = (x₁ − A) + (A − B). One factor x₁ − B split in this way gives

(x₁ − A)^i (x₁ − B)^{j+1} = (x₁ − A)^{i+1}(x₁ − B)^j + (A − B)(x₁ − A)^i(x₁ − B)^j.

Multiply by (x₂ − C)^k(x₂ − D)^l and average; the average is linear and A − B is a constant, so the first transfer relation results. The second follows from x₂ − D = (x₂ − C) + (C − D). ∎

Splitting all factors at once by the binomial theorem gives the closed form

I(i, j, k, l) = Σ_{j′=0}^{j} Σ_{l′=0}^{l} C(j, j′) C(l, l′) (A − B)^{j−j′} (C − D)^{l−l′} G(i + j′, k + l′),

where C(j, j′) with two arguments is the binomial coefficient. The table G(n, m) is therefore needed for n ≤ i + j and m ≤ k + l. The coefficients contain neither s nor the exponents.

**Lemma 6 (degree).** Let γ = −(ρ/p)(P − Q) and γ′ = (ρ/q)(P − Q) on the axis considered, n = i + j and m = k + l. Then I(i, j, k, l) is a polynomial in s of degree at most n + m, and the coefficient of s^{n+m} is γⁿγ′^m. If P = Q on this axis, the degree is at most ⌊(n + m)/2⌋.

Proof. All five coefficients are linear in s, and the coefficients of s in C00 and C00′ are γ and γ′. The claim is first proved for G by induction on ν = n + m. It holds for G(0, 0) = 1. Suppose it holds for all totals up to ν, and take an entry with total ν + 1 and first index at least 1, G(n+1, m) with n + m = ν. In the first recurrence, C00 G(n, m) has degree at most ν + 1, and its coefficient of s^{ν+1} is γ · γⁿγ′^m. The other two terms are a linear function times an entry with total ν − 1, so their degree is at most ν and they do not reach s^{ν+1}. The one remaining entry, G(0, ν+1), is treated in the same way with the second recurrence and γ′. In the binomial form of I, the term j′ = j, l′ = l is G(n, m) with coefficient 1, and all others have a smaller total and so a smaller bound on the degree. This proves the statements on the degree and the leading coefficient.

If P = Q, then C00 and C00′ do not depend on s. Suppose the degree of every entry with total up to ν is at most the integer part of half its total. Then the C term has degree at most ⌊ν/2⌋, and the B terms at most 1 + ⌊(ν − 1)/2⌋ = ⌊(ν + 1)/2⌋. Both are within ⌊(ν + 1)/2⌋, which closes the induction, and the binomial sum does not raise the degree. ∎

The product Π(s) = I_x I_y I_z is then a polynomial of degree at most L, since the totals n + m of the three axes add to L. Its coefficient of s^L is the product of the three leading coefficients, which is non-zero exactly when P_λ ≠ Q_λ on every axis that carries a power. Writing Π(s) = Σ_m c_m s^m turns the t integral into Σ_m c_m F_m(T), a combination of Boys functions up to order L. The Rys method avoids forming the c_m: it evaluates Π at a few points instead. The numerical check tests the lemma on grid integrals alone, for the powers (1, 1, 2, 0): the fifth finite difference in s vanishes, the fourth reproduces γ²γ′², and for centres with P = Q the third difference vanishes while the second does not.

At each t the integrand has been shown to be exp(−Tt²) times a product of three axis factors, built by recurrences and transfer relations, and this product is a polynomial in s = t² of degree at most L. It remains to prove that a Gauss rule with at least ⌊L/2⌋ + 1 roots is exact, and to work through the numerical examples.

Numbers in the example were calculated in double precision.
